\section*{Effective Conductivity of a Weakly Inhomogeneous Isotropic Medium}

\section*{The problem}

A medium in $d$ dimensions has a local scalar conductivity
\begin{equation}
\sigma(\mathbf r)=\bar\sigma+\delta(\mathbf r),\qquad \langle\delta\rangle=0,\qquad V=\langle\delta^2\rangle ,
\end{equation}
where angle brackets denote the volume average and $\bar\sigma>0$. The fluctuations are weak compared with $\bar\sigma$ and statistically homogeneous, with a finite correlation length. We use a periodic box much larger than that length, so that one sample represents the ensemble. Isotropy is assumed only where stated.

Conduction is steady and ohmic. The driving field is $\mathbf E(\mathbf r)=\mathbf E_0+\nabla\varphi$ with $\varphi$ periodic, so $\langle\mathbf E\rangle=\mathbf E_0$. The current density $\mathbf J=\sigma\mathbf E$ obeys $\nabla\cdot\mathbf J=0$. The plus sign before $\nabla\varphi$ is a convention. In a semiconductor the driving field is the gradient of the electron quasi-Fermi energy divided by the elementary charge $e$; drift and diffusion are then both included. The effective conductivity is defined by $\langle\mathbf J\rangle=\sigma_{\rm e}\mathbf E_0$, or by a tensor if the response depends on direction.

\section*{(a) Why is the mean conductivity not the answer?}

\textbf{Question.} Isolate the part of $\langle\mathbf J\rangle$ that differs from $\bar\sigma\mathbf E_0$, and find the field to first order in $\delta$.

\textbf{Solution.} Multiply out and average:
\begin{equation}
\langle\mathbf J\rangle=\bar\sigma\mathbf E_0+\bar\sigma\langle\nabla\varphi\rangle+\langle\delta\rangle\mathbf E_0+\langle\delta\nabla\varphi\rangle
=\bar\sigma\mathbf E_0+\langle\delta\nabla\varphi\rangle. \label{split}
\end{equation}
The two middle terms vanish, the first because $\varphi$ is periodic. What remains is the correlation between conductivity and field. Current conservation gives
\begin{equation}
\bar\sigma\nabla^2\varphi+\mathbf E_0\cdot\nabla\delta+\nabla\cdot(\delta\nabla\varphi)=0 .
\end{equation}
Since $\varphi$ is itself at least first order, the last term is second order. Hence $\bar\sigma\nabla^2\varphi_1=-\mathbf E_0\cdot\nabla\delta$. With $\delta=\sum_{\mathbf k}\delta_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$ this becomes
\begin{equation}
-\bar\sigma k^2\varphi_{1,\mathbf k}=-i(\mathbf k\cdot\mathbf E_0)\delta_{\mathbf k}
\;\Rightarrow\;
(\nabla\varphi_1)_{\mathbf k}=i\mathbf k\,\varphi_{1,\mathbf k}
=-\frac{\mathbf k(\mathbf k\cdot\mathbf E_0)}{\bar\sigma k^2}\,\delta_{\mathbf k},\quad \mathbf k\ne0. \label{first}
\end{equation}
The component of this field along $\mathbf E_0$ is $\delta_{\mathbf k}$ times a factor that is negative, or zero when $\mathbf k$ is perpendicular to $\mathbf E_0$. Unless all wavevectors are perpendicular to $\mathbf E_0$, on average the field is weaker where the conductivity is higher.

\section*{(b) What is the second-order result?}

\textbf{Question.} Find the effective tensor to second order, then specialize to isotropic fluctuations.

\textbf{Solution.} Using $\varphi_1$ in (\ref{split}) is sufficient, because the next correction to $\varphi$ is second order and contributes to $\langle\delta\nabla\varphi\rangle$ at third order. For real $\delta$, the average of a product is $\sum_{\mathbf k}\delta_{\mathbf k}^*(\nabla\varphi_1)_{\mathbf k}$, so
\begin{equation}
\sigma_{{\rm e},ij}=\bar\sigma\,\delta_{ij}-\frac1{\bar\sigma}\sum_{\mathbf k\ne0}|\delta_{\mathbf k}|^2\frac{k_ik_j}{k^2}+O(\delta^3). \label{tensor}
\end{equation}
Here $\delta_{ij}$ is the Kronecker symbol. Take the trace. Since $\sum_i k_i^2/k^2=1$ and $\sum_{\mathbf k}|\delta_{\mathbf k}|^2=V$,
\begin{equation}
\sum_i\sigma_{{\rm e},ii}=d\,\bar\sigma-\frac V{\bar\sigma}+O(\delta^3). \label{trace}
\end{equation}
This needs no isotropy. If the power spectrum depends only on $|\mathbf k|$, the directional average of $k_ik_j/k^2$ is $\delta_{ij}/d$: it is proportional to $\delta_{ij}$ by symmetry and has unit trace. Therefore
\begin{equation}
\boxed{\;\sigma_{\rm e}=\bar\sigma-\frac{V}{d\,\bar\sigma}+O(\delta^3)\;} \label{main}
\end{equation}
The correlation length and the shape of the isotropic correlation function have dropped out.

Layers varying only along $z$ show what isotropy does. All wavevectors then lie along $z$, and (\ref{tensor}) gives a reduction $V/\bar\sigma$ across the layers and none along them. A less extreme case is a three-dimensional random sample with correlation length 2.5 times longer along $x$ than along $y$ and $z$. Solving the full conduction equation at an rms fluctuation of 2\% of the mean, and averaging the results for $\delta$ and $-\delta$ to cancel odd orders, gave reductions of 0.089, 0.447 and 0.464 along $x,y,z$, in units of $V/\bar\sigma$. Equation (\ref{tensor}), evaluated with the spectrum of this sample, gives the same values to three decimals, and their sum is 1.000. The box is only about four correlation lengths long in $x$, so these numbers belong to the sample and not to the ensemble: the $x$ value scatters by about 0.03 between such samples, and for an infinite medium with Gaussian covariance (\ref{tensor}) gives 0.135, 0.432 and 0.432. For 40 isotropic samples the mean reduction along $x$ was $0.338\pm0.005$ (standard error), consistent with $1/3$.

\section*{(c) How large can the remainder be?}

\textbf{Question.} Bound the error of second-order theory when $|\delta|\le\eta\bar\sigma$ everywhere, with $\eta<1$.

\textbf{Solution.} Define $\Gamma$ by $(\Gamma\mathbf v)_{\mathbf k}=\mathbf k(\mathbf k\cdot\mathbf v_{\mathbf k})/k^2$ for $\mathbf k\ne0$, and zero for $\mathbf k=0$. It projects orthogonally onto periodic gradient fields, so it cannot increase the norm $\langle|\mathbf v|^2\rangle^{1/2}$. Current conservation says $\Gamma(\sigma\mathbf E)=0$, while $\Gamma\mathbf E=\nabla\varphi=\mathbf E-\mathbf E_0$. Thus
\begin{equation}
\bar\sigma(\mathbf E-\mathbf E_0)+\Gamma\delta\mathbf E=0
\;\Rightarrow\;
\mathbf E=\sum_{n=0}^{\infty}\left(-\frac{\Gamma\delta}{\bar\sigma}\right)^n\mathbf E_0 .
\end{equation}
Each factor $\Gamma\delta/\bar\sigma$ multiplies the norm by at most $\eta<1$, so the series converges. For $|\mathbf E_0|=1$, the conductivity along $\mathbf E_0$ is
\begin{equation}
\sigma_{\rm e}=\bar\sigma-\frac{\langle\mathbf E_0\cdot\delta\Gamma\delta\mathbf E_0\rangle}{\bar\sigma}
+\frac{\langle\mathbf E_0\cdot\delta\Gamma\delta\Gamma\delta\mathbf E_0\rangle}{\bar\sigma^2}-\cdots .
\end{equation}
The second term is the one found in (b). By the Cauchy--Schwarz inequality, the term containing $n$ factors $\Gamma$ is at most $\bar\sigma\eta\cdot\eta^n$. Summing from $n=2$,
\begin{equation}
|\text{remainder}|\le\bar\sigma\sum_{n=2}^\infty\eta^{n+1}=\frac{\bar\sigma\eta^3}{1-\eta}.
\end{equation}
The third-order term contains a three-point correlation and changes sign with $\delta$, so the variance alone cannot fix it. For a skewed two-dimensional sample, halving the rms fluctuation from 2\% to 1\% of the mean reduced the remainder by a factor 7.82. A purely cubic remainder would give 8.

\section*{(d) Do solvable cases agree?}

\textbf{Question.} Compare (\ref{main}) with a case in one dimension and one in two dimensions that can be solved without perturbation theory.

\textbf{Solution.} In one dimension $J$ is uniform and $E=J/\sigma$. Averaging gives $\sigma_{\rm e}=1/\langle1/\sigma\rangle$. Expansion yields
\begin{equation}
\left\langle\frac1\sigma\right\rangle=\frac1{\bar\sigma}\left(1+\frac V{\bar\sigma^2}+O(\delta^3)\right)
\;\Rightarrow\;\sigma_{\rm e}=\bar\sigma-\frac V{\bar\sigma}+O(\delta^3),
\end{equation}
as required for $d=1$.

In two dimensions, rotate both $\mathbf E$ and $\mathbf J$ by $90^\circ$. The rotated current is curl-free and the rotated field is divergence-free. They are therefore the field and the current of a medium with conductivity $1/\sigma$ (in dimensionless units). For an isotropic response, that medium has effective conductivity $1/\sigma_{\rm e}$. Now take
\begin{equation}
\sigma=\exp(a\cos x\cos y).
\end{equation}
Shifting $x$ by $\pi$ changes $\sigma$ into $1/\sigma$ but cannot change the effective value. Hence $\sigma_{\rm e}=1/\sigma_{\rm e}=1$. Square symmetry makes the response isotropic, so (\ref{trace}) again leads to (\ref{main}), although this power spectrum does not depend on $|\mathbf k|$ alone. Since $\langle\cos^2x\cos^2y\rangle=1/4$, the mean is $1+a^2/8$ and the variance is $a^2/4$, both to order $a^2$. Equation (\ref{main}) gives $1+a^2/8-a^2/8=1$, in agreement.

For three dimensions we quote, without derivation, the Hashin--Shtrikman bounds for an isotropic mixture of conductivities 1 and $1+t$, with $t>0$ and volume fraction $p$ of the latter:
\begin{equation}
1+\frac{pt}{1+(1-p)t/d}\le\sigma_{\rm e}\le
1+t-\frac{(1-p)t}{1-pt/[d(1+t)]}.
\end{equation}
Expanding the denominators, both sides begin $1+pt-p(1-p)t^2/d$. This is (\ref{main}), because $V=p(1-p)t^2$. The bounds first separate at third order, by $p(1-p)(d-1)t^3/d^2$.

\section*{(e) What changes in a film?}

\textbf{Question.} A film occupies $0<z<h$ between insulating faces and carries current in its plane. Its fluctuations have covariance $V\exp(-r^2/2\ell^2)$. Replace the factor $1/d$ by the appropriate coefficient $L$.

\textbf{Solution.} No current crosses the faces and $\mathbf E_0$ has no $z$ component, so $\partial_z\varphi_1=0$ there. Expand $\delta$ and $\varphi_1$ in $e^{i\mathbf q\cdot\boldsymbol\rho}\chi_n(z)$, where $\mathbf q$ and $\boldsymbol\rho$ lie in the plane, $\chi_0=1$, $\chi_n=\sqrt2\cos p_nz$ and $p_n=n\pi/h$. The Laplacian supplies $-(q^2+p_n^2)$, while the driving term still contains $\mathbf q\cdot\mathbf E_0$. Repeating (b) and averaging over in-plane directions gives
\begin{equation}
\sigma_{\rm e}=\bar\sigma-L\frac V{\bar\sigma},\qquad
L=\frac12\sum_{n=0}^\infty A_n\left\langle\frac{q^2}{q^2+p_n^2}\right\rangle_q .
\end{equation}
The Gaussian covariance factorizes, so the fraction of variance in mode $n$ is
\begin{equation}
A_n=\frac1{h^2}\int_0^h\!\!\int_0^h\chi_n(z)\chi_n(z')e^{-(z-z')^2/2\ell^2}\,dz\,dz',
\end{equation}
and $q$ has weight proportional to $q\,e^{-q^2\ell^2/2}dq$. With $t=q^2\ell^2/2$ and $b_n=p_n^2\ell^2/2$, the average over $q$ is $\int_0^\infty e^{-t}\,t/(t+b_n)\,dt$.

For $h\ll\ell$ only $A_0=1$ survives and $L=1/2$, the two-dimensional value. For $h\gg\ell$ the spectrum becomes isotropic in three dimensions; the average of $q^2/(q^2+p^2)$ is $2/3$, and $L=1/3$. At $h/\ell=2$ the formula gives 0.421. Full solutions for 14 random films gave 0.412. Their finite lateral width omits some long-wave response, which lowers the result; this was not separated from sampling noise.

\section*{(f) How much conductivity does a smooth oxide film lose?}

\textbf{Question.} Use rough parameters in the regime of amorphous In--Ga--Zn--O: mean electron density $n=5\times10^{17}\ \mathrm{cm^{-3}}$, local mobility $\mu=10\ \mathrm{cm^2/Vs}$ and temperature $T=300$ K. The conduction-band edge fluctuates by $u$, a Gaussian variable with rms $w=10$ meV and correlation length 5 nm. Treat the film first as bulk, with uniform mobility and nondegenerate electrons.

\textbf{Solution.} In equilibrium the Fermi energy is uniform, so $\sigma\propto e^{-u/k_BT}$. Let $s=w/k_BT=10/25.852=0.3868$. For a Gaussian variable, completing the square gives $\langle e^{-cu/k_BT}\rangle=e^{c^2s^2/2}$. Taking $c=1$ and $c=2$,
\begin{equation}
\frac V{\bar\sigma^2}=\frac{e^{2s^2}}{e^{s^2}}-1=e^{s^2}-1=0.1614 .
\end{equation}
The rms fluctuation is thus 40\% of the mean. With $\bar\sigma=en\mu=0.8011$ S/cm and $V=0.1614\,(0.8011)^2=0.1036\ \mathrm{(S/cm)^2}$,
\begin{equation}
\sigma_{\rm e}=0.8011-\frac{0.1036}{3\times0.8011}=0.758\ \mathrm{S/cm}=75.8\ \mathrm{S/m}.
\end{equation}
The reduction is 5.4\% of the mean. The same variance in two dimensions would give 8.1\%.

\section*{(g) Which omissions matter?}

\textbf{Question.} Size the neglected effects one at a time, and state what the estimate means for a real device.

\textbf{Solution.} \emph{Higher orders.} A lognormal conductivity is unbounded, so the bound in (c) does not apply. A full solution for one sample with relative variance 0.162 gave a reduction of 4.9\%, against 5.4\% from (\ref{main}). At $w=30$ meV a sample with relative variance 2.47 gave 36\%, whereas the formula gave 82\%. In a box about ten correlation lengths wide this figure moves by several points between samples (32\% and 35\% in two others); the ensemble relative variance is 2.84. The formula even predicts a negative conductivity once $V>3\bar\sigma^2$, a clear sign that it has left its range.

\emph{Degeneracy.} The effective band density for mass $m_*=0.34$ electron masses is $4.98\times10^{18}\ \mathrm{cm^{-3}}$, about ten times $n$. Fermi--Dirac statistics make the density respond less strongly to $u$. At the same mean density the relative variance falls to 0.147 and the reduction to 4.9\%.

\emph{Wave spreading.} Electrons also smooth the density over short distances. To first order in a potential $U$, with $\beta=1/k_BT$ and $H_0$ the free-electron Hamiltonian,
\begin{equation}
e^{-\beta(H_0+U)}\simeq e^{-\beta H_0}-\beta\int_0^1ds\,e^{-(1-s)\beta H_0}Ue^{-s\beta H_0}.
\end{equation}
Let $\Lambda=\hbar/\sqrt{m_*k_BT}$. Between plane waves $\mathbf k$ and $\mathbf k+\mathbf Q$ the exponent is
\begin{equation}
-\tfrac{\Lambda^2}2\left[(1-s)|\mathbf k+\mathbf Q|^2+sk^2\right]
=-\tfrac{\Lambda^2}2\left[|\mathbf k+(1-s)\mathbf Q|^2+s(1-s)Q^2\right].
\end{equation}
Summing over $\mathbf k$ removes the shift, and division by the unperturbed density leaves
\begin{equation}
\frac{n_{\mathbf Q}}n=-\frac{U_{\mathbf Q}}{k_BT}\int_0^1e^{-\Lambda^2Q^2s(1-s)/2}\,ds .
\end{equation}
For $Q\Lambda=1.5$ the integral is 0.8320; diagonalization with a cosine potential of amplitude $0.02\,k_BT$ also gave 0.8320. Squaring this response and averaging over the spectrum $e^{-Q^2\ell^2/2}$ in three dimensions multiplies the variance by
\begin{equation}
\int_0^1\!\!\int_0^1\left[1+\frac{\Lambda^2}{\ell^2}\{s(1-s)+s'(1-s')\}\right]^{-3/2}ds\,ds'=0.850
\end{equation}
for $\Lambda=2.94$ nm and $\ell=5$ nm. The reduction becomes about 4.6\%. This covers the penetration of electron density into barriers, not a separate tunnelling current.

\emph{Thickness, temperature and field.} A 50 nm film has $L=0.349$, which raises the reduction to 5.6\%. With $w$ held fixed, (\ref{main}) gives 8.0\% at 250 K and 3.9\% at 350 K. At 0.001 MV/cm the voltage over one correlation length is 0.5 mV, small beside the thermal voltage of 25.9 mV, so linear response is reasonable.

\emph{Local transport.} With thermal speed $\sqrt{3k_BT/m_*}$ and scattering time $\mu m_*/e$, the mean free path is about 0.4 nm. This is well below 5 nm, which favours a local conductivity. It is also below $\Lambda$, however, so a free-electron picture with well-defined momentum is doubtful. The mean free path and the wave-spreading correction are therefore estimates of scale.

In real In--Ga--Zn--O transistors, mobilities of order 10 $\mathrm{cm^2/Vs}$ are typical, while the density varies widely with gate bias and preparation. The 10 meV roughness is an assumed input, not a measured value. It means the total band-edge fluctuation, after screening by the electrons. In mean-field theory, relative permittivities of 10 to 16 give a screening length of 5 to 7 nm at this density, close to the correlation length. On that estimate, 10 meV of unscreened disorder would cause a clearly smaller loss. The estimate is rough, because a sphere with this radius holds less than one electron on average. A measured mobility already contains the loss calculated here, so it should not be inserted as the local $\mu$ and reduced again. Gate accumulation can confine current to a few nanometres and move the coefficient towards two dimensions, from 5.4\% to at most 8.1\% at this variance within second-order theory. Greater roughness matters more: in the 30 meV sample the loss was 36\% with nondegenerate statistics and no wave spreading. At this roughness Fermi--Dirac statistics remove about 3 points, and together with wave spreading about 6. Traps and mobility fluctuations are not included, and their effect is not sized here. Higher orders, degeneracy and wave spreading all lower the first estimate, while finite thickness raises it slightly. Applied together in the full conduction equation, they leave a loss of about 4\% for the smooth 50 nm film at 300 K, which is as precise a statement as the model supports. It depends on the assumed mass: $m_*=0.2$ electron masses gives a little over 3\%. The individual corrections are not independent and should not simply be added. The remaining digits are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
TESTS (reductions in units of variance/mean)
Self-dual 2D medium, solved sigma_eff: 1.0000000 (exact 1)
Trace of reduction, d=1: 1.00075
Trace of reduction, d=2: 1.00041
Trace of reduction, d=3: 1.00029
Stretched sample, solved x,y,z: [0.0892 0.447  0.4641]
Stretched sample, spectral x,y,z: [0.0892 0.4469 0.464 ]
Isotropic 3D ensemble, x: 0.3383 +/- 0.0052
Remainder ratio on halving fluctuations: 7.823
Two-phase bound gap / t^3 at t=0: -p*(D - 1)*(p - 1)/D**2
Film h/l=2, solved and formula: 0.4117, 0.4207
Quantum response, diagonalized: 0.83197
Quantum response, formula: 0.83200
EXAMPLE INPUTS
Temperature: 300 K; kT: 25.852 meV
Mean electron density: 5.00e+17 cm^-3
Mobility: 10.0 cm2/Vs; mass ratio: 0.34
Band-edge rms: 10.0 meV; correlation: 5.0 nm
Film thickness: 50.0 nm; field: 0.001 MV/cm
EXAMPLE RESULTS
Band-edge rms / kT: 0.3868
Relative variance: 0.1614; relative rms: 0.4017
Mean conductivity: 0.8011 S/cm
Conductivity variance: 0.10358 (S/cm)^2
Effective conductivity, d=3: 0.7580 S/cm
Reduction, d=3: 5.38 %
Reduction, d=2: 8.07 %
NEGLECTED EFFECTS
Lognormal sample, edge rms 10 meV: rel. var. 0.1623
  reduction, formula 5.41 %, full 4.90 %
Lognormal sample, edge rms 30 meV: rel. var. 2.4681
  reduction, formula 82.27 %, full 36.14 %
Effective band density: 4.975e+18 cm^-3
Fermi-Dirac relative variance: 0.1474
Reduction with Fermi-Dirac statistics: 4.91 %
Thermal quantum length hbar/sqrt(m kT): 2.944 nm
Wave-spreading factor on linear-response variance: 0.8504
Reduction times wave-spreading factor: 4.58 %
Film coefficient at example thickness: 0.3493 (bulk 1/3)
Reduction with film coefficient: 5.64 %
Reduction at 250 K: 8.01 %
Reduction at 350 K: 3.87 %
Mean free path estimate: 0.387 nm
Voltage over correlation length: 0.500 mV
Thermal voltage: 25.852 mV
\end{verbatim}
